Why a sinusoidally heated thermistor has a tangentially pinched current–voltage loop

Anyone who computes or fits the steady current–voltage loop of a self-heated thermistor must decide how much of the cycle to solve, and whether to report one resistance at zero current or two. If the resistance repeats every half cycle, half a cycle of integration suffices, and both passages through zero current give the same resistance. If it does not, half a cycle suffices only when some other symmetry supplies the rest, and the two passages in general give different slopes. For the two kinds of device compared here, driven by a sinusoidal current, the number of slopes turns on what the internal state responds to: the current itself, or its square.

Take a thermistor with a single temperature T and a negative temperature coefficient,

R(T) = R0 exp[B(1/T − 1/T0)],

where T0 is the temperature of the surroundings, R0 the resistance there and B > 0 a material constant. It is driven by a current source, I = I0 sin ωt, with period P = 2π/ω. The voltage is V = R(T)I, and the heat balance is

C dT/dt = I²R(T) − G(T − T0).

Here C is the heat capacity, G the heat lost per unit time and per kelvin, and τ = C/G the thermal time constant. In the loop, current is plotted horizontally and voltage vertically. Since R is finite and positive, V vanishes when I does and at no other time. This pins the loop at the origin, but says nothing yet about the angle at which its branches meet.

The current enters the heat balance only through

I² = I0² sin² ωt = (I0²/2)(1 − cos 2ωt),

which repeats after P/2. That the equation repeats every half cycle does not by itself oblige its solution to do so: some driven systems respond with twice the period of their drive. One has to show that this one cannot.

Let H(x) be the temperature at t = P/2 when the temperature at t = 0 is x. Because the equation is the same in the next half cycle, the temperature at t = P is H(H(x)). The equation is of first order with a smooth right-hand side, so one temperature at one instant fixes the whole solution, and two different solutions can never meet. The hotter of two starts therefore stays hotter, which means that H is an increasing function.

Suppose now that the state repeats after a full cycle, H(H(x)) = x. If H(x) > x, applying the increasing function H to both sides gives H(H(x)) > H(x) > x, which contradicts the assumption. If H(x) < x, the same step gives H(H(x)) < H(x) < x, again a contradiction. Hence H(x) = x, and

T(t + P/2) = T(t),  R(t + P/2) = R(t),

where R(t) is short for R(T(t)).

Such a state exists. At T = T0 the right-hand side of the heat balance is I²R0 ≥ 0, so the temperature cannot fall below T0. At T = T0 + I0²R0/G the loss is I0²R0, while the heating is at most I0²R0 because R ≤ R0 above T0; the temperature cannot rise past this value. H thus maps the interval between the two temperatures into itself. The continuous function H(x) − x is not negative at the lower end and not positive at the upper end, so it vanishes somewhere between.

The state is also unique. For two solutions u > v, subtracting their heat balances gives

d(u − v)/dt = (I²/C)[R(u) − R(v)] − (u − v)/τ.

The bracket is negative because R falls with temperature, so the difference shrinks at least as fast as exp(−t/τ). Over half a cycle it shrinks by a factor below exp(−P/2τ). Every start therefore approaches the same steady state.

The slope of the loop follows from V = RI by the chain rule:

dV/dI = (dV/dt)/(dI/dt) = R + I (dR/dt)/(dI/dt).

At t = 0 and at t = P/2 the current is zero, while dI/dt equals +I0ω and −I0ω, neither of them zero. The second term vanishes, and the slopes are R(0) and R(P/2). Half-cycle repetition makes these equal, so the branches are tangent at the origin.

Whether they also cross there depends on the next order. The current has the same value at t and at P/2 − t. For |t| < P/4 it is rising at the first time and falling at the second. The vertical gap between the rising-current and falling-current branches is therefore

ΔV = I[R(t) − R(P/2 − t)] = I[R(t) − R(−t)],

where the last form uses half-cycle repetition. For small t,

R(t) − R(−t) = 2R′(0)t + O(t³),  t = I/(I0ω) + O(I³),

with R′ = dR/dt, and hence

ΔV = 2R′(0)I²/(I0ω) + O(I⁴).

The gap is even in I, so the same branch lies above on both sides of the origin.

The coefficient is not zero. At t = 0 there is no heating, so dT/dt = −(T(0) − T0)/τ. The resistance law gives dR/dT = −BR/T². Multiplying the two, the minus signs cancel:

R′(0) = R(0) [B/T(0)²] [T(0) − T0]/τ.

To see that T(0) exceeds T0, multiply the heat balance by exp(t/τ) and integrate over the steady past:

T(0) − T0 = (1/C) ∫ from −∞ to 0 of exp(s/τ) I²(s)R(s) ds > 0.

The bead still remembers the heat of the previous half cycle. At each zero of the current it is cooling and its resistance is rising, so the rising-current branch lies above the other.

It remains to ask whether the branches meet again farther out. Let θ(t) be the temperature at which heating and loss would balance for the instantaneous current,

I²R(θ) = G(θ − T0).

The left side falls with θ and the right side rises, so there is one root, and it grows with I². Thus θ rises for 0 < t < P/4 and falls for P/4 < t < P/2. Subtracting zero, in the form I²R(θ) − G(θ − T0), from the right-hand side of the heat balance and dividing by C gives

dT/dt = −κ(T − θ),  κ = 1/τ + (I²/C)[R(θ) − R(T)]/(T − θ).

The last quotient is positive for a falling R(T), so κ > 0. With D = T − θ and m(t) = exp(∫κ dt), this becomes

d(mD)/dt = −m dθ/dt.

So mD falls while θ rises, and rises while θ falls. Suppose the branches met at some t₁ between 0 and P/4, which requires T(t₁) = T(P/2 − t₁). The values of θ at these two times are equal, so D is equal too.

If D(t₁) ≤ 0, follow mD from t₁ to P/2 − t₁. It first falls and then rises, and neither end value is positive, so it is negative in between. Then dT/dt > 0 throughout, and T(P/2 − t₁) > T(t₁), a contradiction.

If D(t₁) > 0, look instead at the interval from −t₁ to t₁. By half-cycle repetition T(−t₁) = T(P/2 − t₁) = T(t₁), so D is positive at both ends. Here mD first rises and then falls, so it stays positive. Then dT/dt < 0 throughout, and T(t₁) < T(−t₁), again a contradiction.

Within this model, then, the branches meet at the origin and at the two end points I = ±I0, and nowhere else. On the right the loop goes out along its upper branch and returns along the lower one, which is clockwise. Since I and V both change sign after P/2, the left lobe is the right one turned by half a revolution, and a rotation preserves the sense of travel. The signed areas ∮V dI of the lobes add. Such an area has the unit of power, but it is not the dissipated power, which is the time average of VI.

A device whose state responds to the current itself behaves differently. Let its resistance be a monotonic function R(x) of a state x with dx/dt = aI, where a is a nonzero constant. Then

x(t) = x(0) + (aI0/ω)(1 − cos ωt),

which repeats after P but differs by 2aI0/ω between t = 0 and t = P/2. The two slopes at the origin differ, the gap begins with a term proportional to I, and the branches cross. Half a cycle still fixes the whole loop, but by another symmetry: x(P − t) = x(t), while the current changes sign. Both devices have pinched loops; the tangency comes from the half-cycle repetition.

For numbers, take a bead with R0 = 2000 Ω at T0 = 298.15 K, B = 3500 K, G = 0.70 mW/K and C = 3.50 mJ/K, so that τ = 5.0 s. The current has amplitude 5.0 mA and frequency 0.05 Hz, so P = 20 s and ω = 0.31416 rad/s. The upper bound on the temperature is

298.15 K + (0.005 A)² (2000 Ω)/(0.0007 W/K) = 369.58 K.

The steady temperature stays well below it, swinging between 310.5 and 321.0 K. The bound supposes the peak current to act steadily on the cold resistance, whereas the mean of I² is half its peak and the resistance drops as the bead warms. From six equally spaced starts between T0 and the bound, the differences between neighbouring temperatures shrank in half a cycle to between 0.034 and 0.065 of their initial size. The bound derived above is exp(−2) = 0.135.

The steady state was found by integrating until transients had died out, without imposing half-cycle repetition. The largest difference between T(t + P/2) and T(t) was 5.7 × 10⁻¹⁴ K, which is at the level of rounding. This confirms the repetition; it does not measure the accuracy of the temperature itself.

At zero current the bead is at 313.763 K, and its resistance is

2000 Ω × exp[3500(1/313.763 − 1/298.15)] = 1115.2 Ω.

Slopes taken by finite differences of V and I are 1115.18 Ω at both passages. The resistance is then changing at the rate

R′(0) = 1115.18 × (3500/313.763²) × (15.613/5.0) = 123.8 Ω/s,

and the gap coefficient is

2 × 123.8/(0.005 × 0.31416) = 1.576 × 10⁵ V/A² = 157.6 mV/mA².

At 0.5, 1 and 2 mA the leading term gives 39.4, 157.6 and 630.5 mV. The computed loop gives 39.1, 153.1 and 555.8 mV. Relative to the loop, the leading term is too large by 0.7, 3.0 and 13 per cent. The absolute discrepancy grows about sixteenfold at each doubling of the current, as expected of an omitted I⁴ term. At −1 mA the gap is again +153.1 mV: the branches touch without crossing. The signed lobe areas are both 3.326 mW.

Tangency does not make the branches indistinguishable at small current. At 1 mA the voltage is about 1.1 V, so the gap is some 14 per cent of it, and V/I read from one branch misses the zero-current resistance by about 7 per cent. To leading order this error is proportional to I. Averaging V/I over the two branches at equal current removes this linear part, since [R(t) + R(−t)]/2 differs from R(0) by terms of order t².

Frequency changes the size of the gap but not the kind of contact. For ωτ ≫ 1 the temperature hardly varies within a cycle and settles near a value T̄ fixed by the mean heating,

G(T̄ − T0) = I0²R(T̄)/2.

Then T(0) ≈ T̄, and the gap coefficient becomes 2R(T̄)B(T̄ − T0)/(T̄²τI0ω), which falls as 1/ω. At 0.5 Hz, where ωτ is about 16, the computed slope is 1019.6 Ω. Used in the mean balance, it gives T̄ − T0 = 18.2 K, and the limiting formula then yields 16.5 mV/mA², in agreement with the computed 16.49 mV/mA².

At sufficiently low frequency, the heating within a few τ of the current zero is weak. There R ≈ R0 and I² ≈ I0²ω²t², so that x = T − T0 obeys

τ dx/dt + x = bt²,  b = I0²ω²R0/G.

The solution that remains after transients is x = b(t² − 2τt + 2τ²), as substitution confirms: τ dx/dt supplies 2bτt − 2bτ², which cancels the last two terms of x. Hence T(0) − T0 ≈ 2I0²R0ω²τ²/G, and the gap coefficient tends to

4BR0²I0ωτ/(GT0²).

It vanishes in proportion to ω, because a bead given enough time has the same temperature at equal currents. This limit requires both ωτ ≪ 1 and B[T(0) − T0]/T0² ≪ 1. At 0.01 Hz it is not yet reached: the computed coefficient is 403.8 mV/mA², larger than at 0.05 Hz. With the amplitude held fixed, the coefficient is therefore greatest at some frequency below 0.5 Hz, which these three values do not locate more closely. At all three frequencies the gap was tested at 300 instants on each lobe, from 0.002P to 0.248P away from the current zero, and was positive at every one.

For the resistance to repeat every half cycle, I² must do so too. If the drive is a sine wave with a finite number of added harmonics and possibly a constant offset, this requires I(t + P/2) = −I(t), which permits odd harmonics but excludes the offset and even harmonics. Adding 10 per cent of second harmonic, 0.1 I0 sin 2ωt, puts into I² a term proportional to

sin ωt sin 2ωt = (cos ωt − cos 3ωt)/2,

which changes sign after P/2. The current still vanishes at t = 0 and P/2, but the slopes there become 1073.6 and 1152.0 Ω, a difference of 7.3 per cent of the smaller. The difference depends on the phase of the harmonic and vanishes at particular phases, so equal slopes alone do not prove half-cycle repetition. An offset of 1 per cent of I0 gives 1120.6 and 1109.9 Ω, about 1 per cent apart. The loop stays pinched in both cases, but its branches cross at the origin at a small angle.

The steady state matters as well. In the first cycle after switching on at T0, the slope is 2000 Ω at the start and 1137 Ω half a cycle later. A loop recorded too early will show two slopes even with a perfect source.

The argument that H is increasing did not use the sign of dR/dT. For a resistance that rises with temperature, any steady state that exists still repeats every half cycle and gives a tangential contact. R′(0) is then negative, and the rising-current branch lies below near the origin. The proofs of existence, uniqueness and the absence of further contacts given here do rely on a falling R(T).

The chosen values are roughly those of a small oxide bead in still air, with its leads carrying away about half of the heat. The drive is strong compared with thermometry, where the current is kept small so that self-heating does not falsify the reading. A constant G is the assumption that moves the result most among the thermal corrections tried. If G grows by a rough 0.3 per cent per kelvin above T0, the slope at the origin rises from 1115 to 1145 Ω, or 2.7 per cent. Radiation, for an emissivity of 0.9 and a bead radius of 0.65 mm, would account for about 4 per cent of G.

A real bead also has no single temperature. In a uniformly heated sphere of radius r and conductivity k carrying power W, the steady centre-to-surface difference is W/(8πrk). With k = 2 W/(m K), taken as a rough value, and the peak power of 24.2 mW, this is 0.74 K. Splitting the bead into a core and a shell of equal heat capacity, joined by a conductance 8πrk, with the current heating the core and the core setting the resistance, changes the slope to 1110 Ω. The core temperatures at t = 0 and P/2 still agree within about 10⁻¹⁰ K. The ordering argument for one temperature does not cover this case, but uniqueness does: if a system driven by I² has one steady state, that state shifted by P/2 is also a steady state and must be the same one. To see that the steady state is unique here, let u and v be the differences in core and shell temperature between two solutions, ΔR the difference in resistance and K = 8πrk. Multiplying the two subtracted heat balances by u and v and adding gives

(C/4) d(u² + v²)/dt = I²uΔR − K(u − v)² − Gv².

No term on the right is positive, since ΔR and u have opposite signs, and the last two vanish together only for u = v = 0. The differences therefore die out.

Electrical imperfections act on a finer scale. A thermoelectric voltage of 0.5 mV/K with a constant 0.1 K between the leads moves the contact point by 0.05 mV along the voltage axis, without changing the slopes. A stray capacitance c across the bead carries the current c dV/dt. When the source current is zero, the bead voltage is then −Rc dV/dt, or about −cR²ωI0 on the rising branch and +cR²ωI0 on the falling one. For 10 pF this is 19.5 nV either way, so at I = 0 the rising branch lies 39 nV below the other. The thermal gap makes up this amount at about ±0.5 μA. With capacitance as the only imperfection, the single contact is replaced on that scale by two crossings. Peltier heating at the contacts is left out here. It makes the temperature difference between the leads follow the current with a lag, and for the thermoelectric coefficient above it can open the loop by a few to a few tens of microvolts rather than nanovolts, depending on the thermal conductance between the contacts. Peltier heat is linear in I, so it also breaks the half-cycle repetition when the two sides of the bead lose heat unequally. In a rough model of two halves joined by 2 to 8 mW/K, with the losses split three to one, the two slopes differ by about 0.06 to 0.24 per cent.

Noise gives another scale for comparison. The Johnson noise of the bead in a bandwidth of 1 Hz is 4.4 nV, which equals the thermal gap at 0.17 μA. This compares sizes only and is not the resolution of a single sweep: the current reaches that value about 0.1 ms after its zero, far too soon for a 1 Hz bandwidth to follow, and a wider bandwidth admits more noise. The equilibrium estimate of the temperature fluctuation, √(k_B T²/C) with k_B the Boltzmann constant, is 20 nK, or 0.8 μΩ in resistance; for a driven bead it is an order of magnitude only. For these values, a slope mismatch of a per cent or more points to the source waveform, an unfinished transient or a change in the surroundings before it points to noise. A draught that raises G by 5 per cent for half a cycle is enough to give about 2 per cent. The remaining values are in the numerical output.

Calculated quantities

```
R0 = 2000 ohm, B = 3500 K, T0 = 298.15 K
G = 0.70 mW/K, C = 3.50 mJ/K, tau = 5.00 s
I0 = 5.0 mA, f = 0.05 Hz, P = 20.0 s
omega = 0.31416 rad/s
upper bound on temperature = 369.58 K
half-cycle shrink factor, range = 0.0345 to 0.0649
bound exp(-P/(2 tau)) = 0.1353
steady T, lowest and highest = 310.50, 320.95 K
largest |T(t+P/2)-T(t)| = 5.7e-14 K
T at zero current = 313.763 K
R at zero current = 1115.18 ohm
slope at origin, rising I = 1115.18 ohm
slope at origin, falling I = 1115.18 ohm
dR/dt at zero current = 123.80 ohm/s
gap coefficient 2R'/(I0 omega) = 157.63 mV/mA^2
gap at -1.0 mA: loop 153.07 mV, leading term 157.63 mV
gap at 0.5 mA: loop 39.12 mV, leading term 39.41 mV
gap at 1.0 mA: loop 153.07 mV, leading term 157.63 mV
gap at 2.0 mA: loop 555.77 mV, leading term 630.51 mV
largest |V| on loop = 5.006 V
signed lobe areas, I>0 and I<0 = 3.3263, 3.3263 mW
f = 0.01 Hz: slope = 1643.60 ohm, gap coefficient = 403.84 mV/mA^2
f = 0.50 Hz: slope = 1019.56 ohm, gap coefficient = 16.49 mV/mA^2
10% second harmonic: slopes = 1073.60, 1151.96 ohm
1% current offset: slopes = 1120.56, 1109.86 ohm
first cycle from T0: slopes = 2000.00, 1136.99 ohm
bead radius = 0.65 mm, conductivity = 2.0 W/(m K)
peak power = 24.23 mW
centre-to-surface difference at peak = 0.74 K
radiation share of G (emissivity 0.9) = 4.1 %
G rising 0.3 %/K: slope = 1145.15 ohm
core-and-shell bead: slope = 1110.00 ohm
core-and-shell |T(P/2)-T(0)| = 1.1e-10 K
thermoelectric shift (0.5 mV/K, 0.1 K) = 0.050 mV
|V| at I=0 from 10 pF stray = 19.53 nV
Johnson noise in 1 Hz = 4.40 nV
current where gap equals that noise = 0.17 uA
rms temperature fluctuation = 19.7 nK
resulting rms resistance change = 0.78 micro-ohm
```
